# Grain Size of a Metal Gate Inferred from Threshold-Voltage Spread

## Problem

A set of nominally identical transistors has square metal gates of side $L=30$ nm. The standard deviation of their threshold voltage is $s_T=50$ mV. All sources of variation other than the gate metal would by themselves give $s_O=40$ mV, and they are statistically independent of the metal.

The metal consists of grains with two crystal orientations. A grain has work function $\Phi_a=4.6$ eV with probability $p=0.6$, or $\Phi_b=4.4$ eV with probability $q=1-p=0.4$, independently of its neighbours. Assume that the threshold voltage follows the work function averaged over the gate area, one volt per electronvolt.

(a) What spread comes from the grains?

(b) What spread would a gate covered by a single grain have?

(c) Treat the gate as $N$ equal, independent square patches of side $g$. Find $N$ and $g$. Can whole grains of this size tile the gate?

(d) Suppose instead that the grains form a square lattice laid at random under the gate outline, so that the edges cut some of them. What grain side do the same data give?

(e) How does the answer to (c) change if the grain areas are unequal, or if a measured spread is off by 1 mV?

(f) When does area averaging itself fail, and how much might that matter here?

## Solution

### (a) Separating the grain contribution

Write the threshold deviation of one device from the mean as $\delta V=\delta V_G+\delta V_O$, where $G$ denotes the grains and $O$ the other sources. Squaring and averaging over devices gives

$$
s_T^2=\langle\delta V_G^2\rangle+\langle\delta V_O^2\rangle+2\langle\delta V_G\,\delta V_O\rangle .
$$

For independent contributions the last average factorizes into $\langle\delta V_G\rangle\langle\delta V_O\rangle$, which is zero because each deviation has zero mean. Hence

$$
s_G=\sqrt{s_T^2-s_O^2}=\sqrt{2500-1600}\ \text{mV}=30\ \text{mV}.
$$

No Gaussian distribution was needed. Independence was: with a positive covariance, the same $s_T$ and $s_O$ would leave less than 30 mV for the grains.

Subtracting the standard deviations themselves would give 10 mV, and by the method of part (c) a side of only 3.1 nm. That subtraction would be right if the two deviations rose and fell in strict proportion, which contradicts the independence stated in the problem.

### (b) The spread of one grain

The mean work function is

$$
\bar\Phi=p\Phi_a+q\Phi_b=0.6(4.6)+0.4(4.4)=4.52\ \text{eV}.
$$

Let $\Delta\Phi=\Phi_a-\Phi_b=0.2$ eV. Since $p+q=1$, the two deviations from the mean are

$$
\Phi_a-\bar\Phi=(1-p)\Phi_a-q\Phi_b=q\,\Delta\Phi,
$$

$$
\Phi_b-\bar\Phi=(1-q)\Phi_b-p\Phi_a=-p\,\Delta\Phi .
$$

Weighting their squares by the probabilities gives the variance

$$
p(q\,\Delta\Phi)^2+q(p\,\Delta\Phi)^2=pq(q+p)\,\Delta\Phi^2=pq\,\Delta\Phi^2 .
$$

Division by the elementary charge $e$ turns the energy into a voltage:

$$
s_1=\frac{\Delta\Phi}{e}\sqrt{pq}=200\sqrt{0.24}\ \text{mV}=97.98\ \text{mV}.
$$

This vanishes when $p$ is 0 or 1, since all grains are then alike.

### (c) Number and side of equal patches

Let grain $i$ cover a fraction $w_i$ of the gate, with $\sum_i w_i=1$. Area averaging gives $\delta V_G=\sum_i w_i v_i$, where $v_i$ is the deviation of grain $i$ expressed as a voltage. In the square of this sum the cross terms average to zero, because different grains are independent. Each remaining term contains $\langle v_i^2\rangle=s_1^2$, so

$$
s_G^2=s_1^2\sum_i w_i^2 .
$$

For $N$ equal patches $w_i=1/N$, and the sum is $N(1/N^2)=1/N$. Therefore

$$
N=\left(\frac{s_1}{s_G}\right)^2=\left(\frac{97.98}{30}\right)^2=10.67 .
$$

The patches fill the gate, so $Ng^2=L^2$ and

$$
g=\frac{L}{\sqrt N}=L\,\frac{s_G}{s_1}=30\ \text{nm}\times\frac{30}{97.98}=9.19\ \text{nm}.
$$

The patch area is 84.4 nm². Thus the grain side is near 9 nm within the equal-patch model.

Since $N$ is not an integer, whole equal grains cannot tile the gate with this result. The nearest square tilings lie on either side of it:

- A 3×3 tiling has 10 nm grains and $s_G=97.98/3=32.66$ mV. Adding the other sources in quadrature gives a total of 51.64 mV.
- A 4×4 tiling has 7.5 nm grains and $s_G=97.98/4=24.49$ mV, for a total of 46.90 mV.

The value 9.19 nm is therefore an effective side: it describes how many independent areas the gate averages over, not the outline of any particular grain.

Two limits show when the inference works. As $s_O$ approaches $s_T$, the inferred $g$ tends to zero and rests on a small difference of large numbers. At the other end, $s_G$ cannot exceed $s_1$ in this model. Data that demanded it would give $N<1$ and would show that some assumption is wrong.

### (d) Grains cut by the gate edges

Write the area average as an integral over the gate. Its variance is then the average, over all pairs of points in the gate, of the covariance of their local work functions. For a given lattice position this covariance is $s_1^2$ (in voltage units) if both points lie in the same grain, and zero otherwise. Moving the lattice does not change the mean threshold, so the variance over all devices is the average of these variances over lattice positions.

Take first one axis. Two points a distance $u$ apart fall in the same interval of length $g$ with probability $1-u/g$ for $u<g$, and zero for larger $u$. In a gate of length $L$, the separation $u$ occurs with density $2(L-u)/L^2$. For $g\le L$, the probability that two random points share an interval is

$$
F=\frac{2}{L^2}\int_0^g(L-u)\left(1-\frac ug\right)du .
$$

Expanding the integrand gives $L-u-Lu/g+u^2/g$, whose integral is

$$
Lg-\frac{g^2}{2}-\frac{Lg}{2}+\frac{g^2}{3}=\frac{Lg}{2}-\frac{g^2}{6}.
$$

With $r=g/L$ this yields

$$
F=r-\frac{r^2}{3}=r\left(1-\frac r3\right).
$$

For a lattice parallel to the gate edges, the positions along the two axes are independent, so two points share a grain with probability $F^2$. Hence $s_G^2=s_1^2F^2$, or

$$
s_G=s_1\,r\left(1-\frac r3\right).
$$

For grains much smaller than the gate, $r\ll1$, this returns the result of part (c). For larger grains, cutting leaves more and smaller pieces under the gate, which average better. A given spread then requires a larger grain.

Multiplying out gives $r^2-3r+3s_G/s_1=0$, with the solutions

$$
r=\frac32\left[1\pm\sqrt{1-\frac{4s_G}{3s_1}}\right].
$$

The upper sign gives $r>1$, outside the range of the derivation. The lower sign, with $s_G/s_1=0.3062$, gives

$$
r=1.5\left(1-\sqrt{0.5918}\right)=0.346,\qquad g=10.4\ \text{nm}.
$$

This is 13% above the equal-patch side. In a simulation with randomly placed lattices of this side and an independent 40 mV contribution, the grain spread was 30.09 mV and the total 50.09 mV, in agreement with the 30 and 50 mV required. If 9.19 nm were taken as the true lattice side, cut grains would give 26.9 mV and a total of 48.2 mV.

### (e) Unequal grains and errors in the data

Let the $N$ grain areas $a_i$ have mean $\bar a$ and standard deviation $c\bar a$. Their mean square is $\bar a^2(1+c^2)$, so

$$
\sum_i w_i^2=\frac{\sum_i a_i^2}{\left(\sum_i a_i\right)^2}
=\frac{N\bar a^2(1+c^2)}{N^2\bar a^2}=\frac{1+c^2}{N}.
$$

Large grains carry extra weight in the variance. With $N=L^2/\bar a$, part (c) becomes

$$
\sqrt{\bar a}=\frac{L s_G}{s_1\sqrt{1+c^2}} .
$$

For a chosen $c=0.5$, the side of a square with the mean grain area is $9.19/\sqrt{1.25}=8.22$ nm.

For the measured spreads, differentiate $s_G^2=s_T^2-s_O^2$ to obtain $s_G\,ds_G=s_T\,ds_T-s_O\,ds_O$. Since $g$ is proportional to $s_G$,

$$
\frac{dg}{g}=\frac{s_T\,ds_T-s_O\,ds_O}{s_G^2}.
$$

An increase of 1 mV in $s_T$ raises $g$ by about $50/900=5.6\%$. The same increase in $s_O$ lowers it by about $40/900=4.4\%$. The complete formula gives 9.69 nm and 8.76 nm respectively. An error of 1 mV in either spread thus moves $g$ by about half a nanometre, so the third digit of 9.19 nm has no experimental weight.

### (f) When current does not follow the area average

Below threshold, the local conductance of an n-type channel with ideal gate control varies as $\exp(-e\,\delta V/kT)$, where $\delta V$ is the local threshold deviation. In a planar transistor with a doped channel, $kT$ is multiplied by a slope factor above 1, which weakens the effect estimated below. If $e\,\delta V\ll kT$, the exponential can be replaced by $1-e\,\delta V/kT$. To first order the current then responds to the area average. Here the condition fails: at 300 K, $kT/e=25.85$ mV, and the two grain types differ by 7.7 times this voltage. Current then crowds into paths of low threshold, while a strip of high threshold across the full width blocks it. In the model below, the mean threshold lies a few millivolts above the area average.

The effect can be estimated by treating the channel as a conducting sheet under a 3×3 gate and solving for the current in all $2^9=512$ grain patterns, weighted by their probabilities. The threshold is defined at constant current. The potential pattern of the grains is smoothed before it reaches the channel: a component of wavenumber $k$ is reduced by $\exp(-kd)$, where $d$ is an effective depth. For this smoothing the pattern is continued beyond the gate edges by reflection. The grains are held at 10 nm, for which area averaging gives 32.66 mV.

- For $d=2$ nm the spread is 45.9 mV, which is 1.41 times the area-average value.
- For $d=4$ nm it is 38.5 mV, or 1.18 times that value.

Halving the mesh cell changed these spreads by about 0.01 mV or less. The treatment of the edges matters much more: if the pattern is continued periodically instead of by reflection, the spreads are about 40.6 mV and 34.5 mV. With the temperature raised a hundredfold at $d=2$ nm, the sheet gave 32.66 mV again, as the first-order argument requires.

In this model 10 nm grains produce more spread than area averaging predicts, which suggests that the 30 mV found in part (a) calls for smaller grains than area averaging gives. If the ratios 1.41 and 1.18 are assumed to hold at other grain sizes, the equal-patch side falls from 9.2 nm to about 6.5 nm for $d=2$ nm, or 7.8 nm for $d=4$ nm. The ratios in fact fall for smaller grains. Sampled patterns give about 1.35 and 1.11 for a 4×4 tiling and about 1.27 and 1.07 for a 5×5 tiling. Interpolating the spreads to 30 mV gives sides of about 6.9 nm and 8.1 nm, or about 7.6 nm and 8.8 nm with periodic edges. These are rough estimates also because the sheet omits drain bias, the fields of the source and drain, and quantum confinement.

### Relation to real gates

The work functions and probabilities are rough typical values for titanium nitride with two dominant grain orientations. Grain sizes of several nanometres to a few tens of nanometres are plausible for such films, though they depend on deposition and annealing. A total spread of 50 mV is large, but of a plausible order for a very small planar transistor with a doped channel. Real films have irregular grains and may have more than two work functions. In the sheet model, the failure of area averaging lowers the inferred side by roughly 12 to 25% with reflected edges and 5 to 17% with periodic ones. Cut edges raise it by 13%, and the chosen spread of grain areas lowers it by about 11%. These corrections were found separately and need not combine by simple addition. The data therefore support a grain side of order 10 nm, with 9.2 nm as the equal-patch value.

## Values computed for the example and the checks

```
Gate side: 30 nm; gate area: 900 nm^2
Total spread: 50.0 mV; other sources: 40.0 mV
Work functions: 4.6 and 4.4 eV
Probabilities: 0.6 and 0.4
Mean work function: 4.520 eV
Grain part of threshold spread: 30.00 mV
Single-grain spread: 97.98 mV
Effective number of grains: 10.667
Effective grain area: 84.38 nm^2
Inferred grain side, equal patches: 9.186 nm
Wrong linear subtraction: 10.0 mV
Side from wrong subtraction: 3.06 nm
3x3 tiling, side 10.0 nm: grain spread 32.66 mV
4x4 tiling, side 7.5 nm: grain spread 24.49 mV
3x3 tiling: total spread 51.64 mV
4x4 tiling: total spread 46.90 mV
Inferred side with randomly cut grains: 10.384 nm
Change from equal-patch side: 13.0 percent
Random-lattice check, grain spread: 30.09 mV
Random-lattice check, total spread: 50.09 mV
Equal-patch side used with cuts, grain: 26.94 mV
Equal-patch side used with cuts, total: 48.23 mV
Relative grain-area spread chosen: 0.5
Side for mean area with that spread: 8.22 nm
Side if total spread is 1 mV larger: 9.69 nm
Side if total spread is 1 mV smaller: 8.67 nm
Side if other spread is 1 mV larger: 8.76 nm
Side if other spread is 1 mV smaller: 9.58 nm
Temperature: 300 K; kT/e: 25.85 mV
Work-function difference over kT: 7.74
High-temperature network check, 3x3: 32.66 mV
Smoothing depth 2 nm, 3x3 current spread: 45.91 mV
  shift on halving mesh cell: 0.00 mV
  ratio to area-average spread: 1.406
  rough rescaled equal-patch side: 6.54 nm
Smoothing depth 4 nm, 3x3 current spread: 38.45 mV
  shift on halving mesh cell: -0.01 mV
  ratio to area-average spread: 1.177
  rough rescaled equal-patch side: 7.80 nm
```
